# Translational Entropy When Trimethylaluminium Is Exchanged for Methane: a program that tests the result

```python
"""
Result under test: replacing one mole of gaseous monomeric trimethylaluminium
(TMA) by one mole of methane at equal temperature T and partial pressure p
changes the translational entropy by
    dS = (3/2) R ln(M_CH4 / M_TMA), about -19 J/(mol K).
Symbols: M molar mass, m molecular mass, R gas constant, k Boltzmann constant,
h Planck constant, Lambda = h/sqrt(2 pi m k T) thermal wavelength.
Sackur-Tetrode: S = R [ln(k T / (p Lambda^3)) + 5/2].
Entropies are checked against explicit sums over quantum levels.
Rough inputs are used only to size effects outside the translational model.
"""
import numpy as np
from scipy.constants import h, hbar, k, R, N_A, e, c, pi, atomic_mass, torr
from scipy.optimize import minimize_scalar
from scipy.special import gammaln

MASS = {"H": 1.008, "C": 12.011, "Al": 26.982}      # g/mol
M_CH4 = MASS["C"] + 4 * MASS["H"]
M_TMA = MASS["Al"] + 3 * MASS["C"] + 9 * MASS["H"]


def molecule_mass(molar_mass):
    return molar_mass * 1e-3 / N_A


def wavelength(molar_mass, T):
    return h / np.sqrt(2 * pi * molecule_mass(molar_mass) * k * T)


def sackur_tetrode(molar_mass, T, p):
    return R * (np.log(k * T / (p * wavelength(molar_mass, T)**3)) + 2.5)


def level_entropy(x, g=1.0, symmetry=1):
    """Entropy / R from levels x = E/(kT) with degeneracies g."""
    weights = g * np.exp(-x)
    total = weights.sum()
    return np.log(total / symmetry) + (weights * x).sum() / total


def box_entropy(molar_mass, T, p, N=100000):
    """Molar entropy of N molecules in a cubic box, from its levels."""
    L = (N * k * T / p)**(1 / 3)
    unit = h**2 / (8 * molecule_mass(molar_mass) * L**2 * k * T)
    n = np.arange(1, int(np.sqrt(50 / unit)) + 2, dtype=float)
    return R * (3 * level_entropy(unit * n**2) - gammaln(N + 1) / N)


# Main result: level sums against Sackur-Tetrode and the mass-ratio law
dS = 1.5 * R * np.log(M_CH4 / M_TMA)
for T_test, p_test in [(300, 1e5), (500, torr), (700, 1e3)]:
    s_light = box_entropy(M_CH4, T_test, p_test)
    s_heavy = box_entropy(M_TMA, T_test, p_test)
    assert abs(s_light - sackur_tetrode(M_CH4, T_test, p_test)) < 0.01
    assert abs(s_heavy - sackur_tetrode(M_TMA, T_test, p_test)) < 0.01
    assert abs((s_light - s_heavy) - dS) < 0.01
    assert abs((s_light - s_heavy) + 19) < 0.5

T, p = 500.0, torr
S_CH4, S_TMA = sackur_tetrode(M_CH4, T, p), sackur_tetrode(M_TMA, T, p)
cost = -T * dS
ratio = (M_TMA / M_CH4)**1.5
# Methane at a pressure lower by this ratio has the entropy of TMA
assert abs(box_entropy(M_CH4, T, p / ratio) - box_entropy(M_TMA, T, p)) < 0.01
dS_two = 2 * S_CH4 - S_TMA
assert abs(2 * box_entropy(M_CH4, T, p) - box_entropy(M_TMA, T, p)
           - dS_two) < 0.03
assert dS_two > 0


# Rotation, from rough bond lengths and tetrahedral methyl groups
def inertia(masses, xyz):
    """Principal moments in kg m^2 from g/mol and angstrom."""
    m, r = np.array(masses), np.array(xyz)
    r = r - m @ r / m.sum()
    tensor = np.eye(3) * (m @ (r**2).sum(axis=1)) - (r.T * m) @ r
    return np.linalg.eigvalsh(tensor) * atomic_mass * 1e-20


r_AlC, r_CH = 1.96, 1.09
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
I_CH4 = inertia([MASS["C"]] + [MASS["H"]] * 4,
                np.vstack([np.zeros(3), corners * r_CH / np.sqrt(3)]))
masses, sites = [MASS["Al"]], [np.zeros(3)]
for a in 2 * pi * np.arange(3) / 3:
    axis = np.array([np.cos(a), np.sin(a), 0.0])
    side = np.array([-np.sin(a), np.cos(a), 0.0])
    masses.append(MASS["C"])
    sites.append(r_AlC * axis)
    for b in 2 * pi * np.arange(3) / 3:
        ring = np.cos(b) * side + np.sin(b) * np.array([0, 0, 1.0])
        masses.append(MASS["H"])
        sites.append((r_AlC + r_CH / 3) * axis + r_CH * np.sqrt(8) / 3 * ring)
I_TMA = inertia(masses, sites)
assert abs(I_TMA[0] / I_TMA[1] - 1) < 1e-8       # symmetric top


def rotor_entropy(I, symmetry):
    theta = hbar**2 / (2 * I * k)
    return R * (1.5 + np.log(np.sqrt(pi * T**3 / theta.prod()) / symmetry))


def rotor_levels(I, symmetry, J_max=350):
    """Symmetric-top sum; the last moment belongs to the unique axis."""
    theta = hbar**2 / (2 * I * k)
    J = np.arange(J_max + 1)[:, None]
    K = np.arange(-J_max, J_max + 1)[None, :]
    x = (theta[0] * J * (J + 1) + (theta[2] - theta[0]) * K**2) / T
    allowed = np.abs(K) <= J
    g = np.broadcast_to(2 * J + 1, allowed.shape)[allowed]
    return R * level_entropy(x[allowed], g, symmetry)


rot_CH4, rot_TMA = rotor_entropy(I_CH4, 12), rotor_entropy(I_TMA, 6)
assert abs(rot_CH4 - rotor_levels(I_CH4, 12)) < 0.02
assert abs(rot_TMA - rotor_levels(I_TMA, 6)) < 0.02

# Three free methyl rotors: no barrier, no coupling to overall rotation
I_methyl = 3 * MASS["H"] * atomic_mass * (r_CH * 1e-10)**2 * 8 / 9
theta_m = hbar**2 / (2 * I_methyl * k)
torsion = 3 * R * (0.5 + np.log(np.sqrt(pi * T / theta_m) / 3))
m_quantum = np.arange(-200, 201)
assert abs(torsion - 3 * R * level_entropy(theta_m * m_quantum**2 / T,
                                           symmetry=3)) < 0.01


# Vibrations with rough wavenumbers in 1/cm
def oscillator(wavenumber):
    x = h * c * 100 * wavenumber / (k * T)
    value = R * (x / np.expm1(x) - np.log(-np.expm1(-x)))
    assert abs(value - R * level_entropy(x * np.arange(400))) < 1e-6
    return value


nu_bend, nu_stiff = 170.0, 650.0
bends, stiff = 3 * oscillator(nu_bend), 9 * oscillator(nu_stiff)

# Dimer share of TMA molecules in the gas, rough dissociation data
H_diss, S_diss, p_bar = 85e3, 180.0, p / 1e5


def dimer_fraction(temp):
    K = np.exp(-H_diss / (R * temp) + S_diss / R)
    p_mono = 2 * p_bar / (1 + np.sqrt(1 + 4 * p_bar / K))
    fraction = 1 - p_mono / p_bar

    def gibbs(xi):
        mono, total = 1 - 2 * xi, 1 - xi
        return (mono * np.log(p_bar * mono / total)
                + xi * (np.log(p_bar * xi / total) + np.log(K)))
    xi = minimize_scalar(gibbs, bounds=(0, 0.5), method="bounded",
                         options={"xatol": 1e-11}).x
    assert abs(xi / (1 - xi) - fraction) < 1e-5
    return fraction


dimer_hot, dimer_cold = dimer_fraction(T), dimer_fraction(300.0)
volume = k * T / p
degeneracy = wavelength(M_CH4, T)**3 / volume
diameter = 0.6e-9
size_ratio = 2 * pi / 3 * diameter**3 / volume
assert degeneracy < 1e-3 and size_ratio < 1e-3
assert rot_TMA - rot_CH4 > abs(dS)

print(f"Temperature: {T:.0f} K")
print(f"Partial pressure of each gas: {p / torr:.0f} Torr")
print(f"Atomic masses H, C, Al: {MASS['H']}, {MASS['C']}, {MASS['Al']} g/mol")
print(f"Molar mass CH4: {M_CH4:.3f} g/mol")
print(f"Molar mass TMA: {M_TMA:.3f} g/mol")
print(f"Mass ratio CH4/TMA: {M_CH4 / M_TMA:.5f}")
print(f"ln of mass ratio: {np.log(M_CH4 / M_TMA):.4f}")
print(f"Gas constant R: {R:.4f} J/(mol K)")
print(f"1.5 R: {1.5 * R:.4f} J/(mol K)")
print(f"Thermal wavelength CH4: {wavelength(M_CH4, T) * 1e12:.2f} pm")
print(f"Thermal wavelength TMA: {wavelength(M_TMA, T) * 1e12:.2f} pm")
print(f"Volume per molecule kT/p: {volume * 1e27:.0f} nm^3")
print(f"S_trans CH4, Sackur-Tetrode: {S_CH4:.2f} J/(mol K)")
print(f"S_trans TMA, Sackur-Tetrode: {S_TMA:.2f} J/(mol K)")
print(f"S_trans CH4, level sum: {box_entropy(M_CH4, T, p):.2f} J/(mol K)")
print(f"S_trans TMA, level sum: {box_entropy(M_TMA, T, p):.2f} J/(mol K)")
print(f"Change dS_trans, TMA -> CH4: {dS:.2f} J/(mol K)")
print(f"Free-energy cost -T dS_trans: {cost / 1e3:.2f} kJ/mol")
print(f"The same cost per molecule: {cost / (N_A * e):.4f} eV")
print(f"Pressure ratio TMA/CH4 that cancels the loss: {ratio:.2f}")
print(f"Change if two CH4 replace one TMA: {dS_two:.1f} J/(mol K)")
print(f"Rough bond lengths Al-C, C-H: {r_AlC / 10:.3f}, {r_CH / 10:.3f} nm")
print(f"S_rot CH4 (symmetry number 12): {rot_CH4:.1f} J/(mol K)")
print(f"S_rot TMA (symmetry number 6): {rot_TMA:.1f} J/(mol K)")
print(f"Change dS_rot, TMA -> CH4: {rot_CH4 - rot_TMA:.1f} J/(mol K)")
print(f"TMA, 3 free methyl torsions: {torsion:.1f} J/(mol K)")
print(f"TMA, 3 bends at rough {nu_bend:.0f} 1/cm: {bends:.1f} J/(mol K)")
print(f"TMA, 9 Al-C stretches and methyl rocks at rough {nu_stiff:.0f} 1/cm: "
      f"{stiff:.1f} J/(mol K)")
print(f"Rough dimer dissociation enthalpy: {H_diss / 1e3:.0f} kJ/mol")
print(f"Rough dimer dissociation entropy (1 bar): {S_diss:.0f} J/(mol K)")
print(f"Dimer mole fraction at {T:.0f} K, 1 Torr total: {dimer_hot:.1e}")
print(f"Dimer mole fraction at 300 K, 1 Torr total: {dimer_cold:.2f}")
print(f"Degeneracy Lambda^3 p/(kT), CH4: {degeneracy:.1e}")
print(f"Rough molecular diameter: {diameter * 1e9:.1f} nm")
print(f"Excluded volume / volume per molecule: {size_ratio:.1e}")
print("PASS")
```

Output:

```
Temperature: 500 K
Partial pressure of each gas: 1 Torr
Atomic masses H, C, Al: 1.008, 12.011, 26.982 g/mol
Molar mass CH4: 16.043 g/mol
Molar mass TMA: 72.087 g/mol
Mass ratio CH4/TMA: 0.22255
ln of mass ratio: -1.5026
Gas constant R: 8.3145 J/(mol K)
1.5 R: 12.4717 J/(mol K)
Thermal wavelength CH4: 19.49 pm
Thermal wavelength TMA: 9.20 pm
Volume per molecule kT/p: 51779 nm^3
S_trans CH4, Sackur-Tetrode: 209.26 J/(mol K)
S_trans TMA, Sackur-Tetrode: 228.00 J/(mol K)
S_trans CH4, level sum: 209.26 J/(mol K)
S_trans TMA, level sum: 228.00 J/(mol K)
Change dS_trans, TMA -> CH4: -18.74 J/(mol K)
Free-energy cost -T dS_trans: 9.37 kJ/mol
The same cost per molecule: 0.0971 eV
Pressure ratio TMA/CH4 that cancels the loss: 9.52
Change if two CH4 replace one TMA: 190.5 J/(mol K)
Rough bond lengths Al-C, C-H: 0.196, 0.109 nm
S_rot CH4 (symmetry number 12): 48.8 J/(mol K)
S_rot TMA (symmetry number 6): 100.3 J/(mol K)
Change dS_rot, TMA -> CH4: -51.5 J/(mol K)
TMA, 3 free methyl torsions: 51.6 J/(mol K)
TMA, 3 bends at rough 170 1/cm: 43.0 J/(mol K)
TMA, 9 Al-C stretches and methyl rocks at rough 650 1/cm: 38.0 J/(mol K)
Rough dimer dissociation enthalpy: 85 kJ/mol
Rough dimer dissociation entropy (1 bar): 180 J/(mol K)
Dimer mole fraction at 500 K, 1 Torr total: 4.0e-04
Dimer mole fraction at 300 K, 1 Torr total: 0.95
Degeneracy Lambda^3 p/(kT), CH4: 1.4e-10
Rough molecular diameter: 0.6 nm
Excluded volume / volume per molecule: 8.7e-06
PASS
```
